\section*{Mean Electric Field in the Pores of a Low-k Dielectric}

\section{Problem}

A porous insulating film consists of a solid matrix of relative permittivity $k_m=2.8$ and empty spherical pores, $k_p=1$, which occupy a fraction $f=0.30$ of the volume. The matrix surrounds every pore. A voltage across the film produces the macroscopic field $E$, defined as the average of the local field over pores and matrix together.

\begin{enumerate}
\item Estimate the ratio $R=E_p/E$, where $E_p$ is the mean field in the pores, from its scaling with permittivity contrast and porosity.
\item Calculate $R$ from the fields of the Maxwell Garnett model, and compare it with the estimate.
\item Find the pore and matrix fields in a film that fills a 20 nm gap between two metal lines at a bias of 1 V. Decide which departures from the model would change the ratio most.
\end{enumerate}

The response is taken as linear, local and quasistatic: the displacement is $\mathbf D=\varepsilon_0 k\,\mathbf E$ at each point, with $k=k_m$ or $k_p$, and the field is $-\nabla\Phi$. At first there is no free charge and no conduction in the film. The macroscopic field points along $z$, and mean fields are $z$ components.

\section{First estimate by scaling}

The pore field exceeds the average because bound charge collects on the pore walls. This excess must vanish in two cases. If the permittivities are equal, there is no wall charge. If the pores take up the whole volume, their mean field is the macroscopic field. With the relative contrast
\begin{equation}
\delta=\frac{k_m-k_p}{k_m}=\frac{1.8}{2.8}=0.643,
\end{equation}
the simplest law with both zeros is
\begin{equation}
R-1\approx c\,\delta\,(1-f),
\label{eq:scaling}
\end{equation}
where $c$ is a number set by geometry.

Weak contrast fixes $c$. Let $\chi=1$ in the pores and $\chi=0$ in the matrix, so that $k=k_m(1-\delta\chi)$. Write the potential as $-Ez+\phi$, with $\phi$ periodic over a large representative cell. The condition $\nabla\cdot\mathbf D=0$ reads
\begin{equation}
\nabla\cdot\left[(1-\delta\chi)(E\hat{\mathbf z}-\nabla\phi)\right]=0 .
\end{equation}
Since $\phi$ is itself of order $\delta$, the product $\delta\chi\nabla\phi$ is of second order. Dropping it leaves
\begin{equation}
\nabla^2\phi=-\delta E\,\partial_z\chi .
\end{equation}
Introduce a periodic function $\psi$ with $\nabla^2\psi=\chi-f$. It exists because the right-hand side has zero average. Then $\phi=-\delta E\,\partial_z\psi$ solves the equation, and the extra field along $z$ is
\begin{equation}
-\partial_z\phi=\delta E\,\partial_z^2\psi .
\end{equation}
For an isotropic or cubic arrangement, the pore averages of $\partial_x^2\psi$, $\partial_y^2\psi$ and $\partial_z^2\psi$ are equal. Their sum is the pore average of $\chi-f$, which is $1-f$. Each is therefore $(1-f)/3$, so $c=1/3$ and
\begin{equation}
R\approx 1+\frac{(1-f)\delta}{3}
=1+\frac{0.70\times0.643}{3}=1.15 .
\label{eq:estimate}
\end{equation}
The factor one third expresses the equal standing of the three directions. The estimate is of first order in a contrast that is not small here, so its error has to be found from a fuller solution.

\section{Solution with Maxwell Garnett fields}

\subsection{One pore and its share of matrix}

Consider a pore of radius $a$ inside a concentric matrix shell of outer radius $b$. The cell has the porosity of the film if
\begin{equation}
\frac{a^3}{b^3}=f .
\end{equation}
Prescribe $\Phi=-Ez$ on $r=b$. The potential is continuous at the pore wall, so the surface terms from the two sides of the wall cancel when the field is integrated over the cell. With $V$ the cell volume and $n_z$ the $z$ component of the outward normal,
\begin{equation}
\int E_z\,dV=-\oint_{r=b}\Phi\,n_z\,dS
=E\oint_{r=b}z\,n_z\,dS=EV .
\end{equation}
The last step is the divergence theorem for the vector $z\hat{\mathbf z}$, whose divergence is one. The average field in the cell is thus $E$, whatever the two permittivities are.

The boundary potential is proportional to $\cos\theta$. The solutions of Laplace's equation with this angular dependence are $r\cos\theta$ and $r^{-2}\cos\theta$, and the second is singular at the centre. We therefore try
\begin{align}
\Phi&=-E_p\,r\cos\theta, & r&<a,\\
\Phi&=-\left(E_h r-\frac{p}{r^2}\right)\cos\theta, & a&<r<b .
\label{eq:shell}
\end{align}
If the constants can be chosen to meet all boundary conditions, uniqueness makes this the solution. The pore field is uniform and equal to $E_p$. The constant $p$ measures the dipole field of the wall charge.

The meaning of $E_h$ follows from an average. The dipole part of the shell potential, $pz/r^3$, gives
\begin{equation}
-\partial_z\frac{pz}{r^3}=\frac{p\,(3\cos^2\theta-1)}{r^3}.
\end{equation}
The average of $\cos^2\theta$ over a sphere is $1/3$, so this contribution averages to zero on every sphere in the shell. Hence $E_h$ is the mean field in the matrix.

\subsection{Conditions at the pore wall}

Continuity of the potential at $r=a$, divided by $-a\cos\theta$, gives
\begin{equation}
E_p=E_h-\frac{p}{a^3}.
\label{eq:cont}
\end{equation}
The radial field in the shell is $-\partial_r\Phi=(E_h+2p/r^3)\cos\theta$. Without free charge the normal displacement is continuous:
\begin{equation}
k_pE_p=k_m\left(E_h+\frac{2p}{a^3}\right).
\label{eq:disp}
\end{equation}
Equation \eqref{eq:cont} gives $p/a^3=E_h-E_p$. Inserting this in \eqref{eq:disp},
\begin{equation}
k_pE_p=k_m(3E_h-2E_p),
\label{eq:wall}
\end{equation}
and collecting the terms in $E_p$,
\begin{equation}
E_p=A E_h,\qquad
A=\frac{3k_m}{k_p+2k_m}=\frac{8.4}{6.6}=1.273 .
\label{eq:A}
\end{equation}
Because $E_p>E_h$, the constant $p$ is negative: the dipole of an empty pore points against the applied field, while the same wall charge strengthens the field inside.

The factor $A$ refers to the mean matrix field. It becomes the ratio to the macroscopic field when $f\to0$, since the matrix then fills the volume. At finite porosity the matrix field lies below $E$, and a second relation is needed.

\subsection{From the matrix field to the macroscopic field}

The prescribed potential at $r=b$ requires
\begin{equation}
E=E_h-\frac{p}{b^3}=E_h-f\,\frac{p}{a^3}
=E_h-f(E_h-E_p).
\end{equation}
Thus
\begin{equation}
E=(1-f)E_h+fE_p ,
\label{eq:average}
\end{equation}
which is the volume average once more. Substituting $E_h=E_p/A$ gives
\begin{equation}
R=\frac{E_p}{E}=\frac{A}{1-f+fA}.
\end{equation}
Multiply numerator and denominator by $k_p+2k_m$. The denominator becomes
\begin{equation}
(1-f)(k_p+2k_m)+3fk_m=(1-f)k_p+(2+f)k_m,
\end{equation}
so that
\begin{equation}
R=\frac{3k_m}{(1-f)k_p+(2+f)k_m}.
\label{eq:R}
\end{equation}
For the given film,
\begin{equation}
R=\frac{3\times2.8}{0.70\times1+2.30\times2.8}
=\frac{8.4}{7.14}=1.176 .
\end{equation}
The mean pore field is 1.18 times the macroscopic field. The mean matrix field is $E_h/E=R/A=0.924$. The weighted sum $0.30\times1.176+0.70\times0.924$ returns one to the accuracy of the digits.

\subsection{Why these are the Maxwell Garnett fields}

The average displacement defines the effective permittivity:
\begin{equation}
k_{\mathrm{eff}}E=fk_pE_p+(1-f)k_mE_h .
\label{eq:keffdef}
\end{equation}
Equation \eqref{eq:average} gives $(1-f)E_h=E-fE_p$, and therefore
\begin{equation}
k_{\mathrm{eff}}=k_m-f(k_m-k_p)R
=2.8-0.30\times1.8\times1.176=2.165 .
\label{eq:keff}
\end{equation}
To identify the model, set $\beta=(k_p-k_m)/(k_p+2k_m)$. Equation \eqref{eq:A} gives $E_h-E_p=(1-A)E_h=\beta E_h$, hence $E=(1-f\beta)E_h$. Replacing $k_pE_p$ in \eqref{eq:keffdef} by \eqref{eq:wall},
\begin{align}
k_{\mathrm{eff}}E&=k_m\left[f(3E_h-2E_p)+(1-f)E_h\right]\nonumber\\
&=k_m\left[E_h+2f(E_h-E_p)\right]
=k_m(1+2f\beta)E_h .
\label{eq:outer}
\end{align}
Division by $E$ gives $k_{\mathrm{eff}}=k_m(1+2f\beta)/(1-f\beta)$, which rearranges to
\begin{equation}
\frac{k_{\mathrm{eff}}-k_m}{k_{\mathrm{eff}}+2k_m}
=f\,\frac{k_p-k_m}{k_p+2k_m},
\end{equation}
the Maxwell Garnett formula.

The cell also shows when the formula is exact. Since $2f(E_h-E_p)=2p/b^3$, the middle expression in \eqref{eq:outer} is $k_m(E_h+2p/b^3)$. The radial displacement at $r=b$ is therefore $\varepsilon_0k_{\mathrm{eff}}E\cos\theta$. A ball of uniform material $k_{\mathrm{eff}}$ in the field $E$ has this same displacement and the same potential on its surface. The cell can replace the ball without changing the field outside. Repeating the replacement with cells of all sizes, each with the same $f$, fills the volume. For this assemblage of coated spheres \eqref{eq:R} is exact within the stated electrostatics. For equal pores it is an approximation.

\subsection{The largest field in the matrix}

A mean matrix field below $E$ does not imply that the matrix is everywhere less stressed. In the shell the radial amplitude is $E_h+2p/r^3$ and the tangential amplitude is $E_h-p/r^3$. They multiply $\cos\theta$ and $\sin\theta$, so the field magnitude cannot exceed the larger of the two. As $p<0$, the tangential amplitude is the larger and is greatest at $r=a$, where \eqref{eq:cont} makes it $E_p$. The radial amplitude is smallest there, but still positive, at $k_pE_p/k_m=0.420E$. The peak matrix field in this cell is thus $1.18E$, at the equator of the pore wall. Between neighbouring pores of equal size it is higher, because their fields overlap: in a simple cubic array at the same porosity the peak is about $1.28E$, again at the equator. At the poles the matrix field is $0.42E$.

\section{Comparison of estimate and solution}

Dividing \eqref{eq:R} by $k_m$ and using $k_p/k_m=1-\delta$ gives
\begin{equation}
R=\frac{3}{(1-f)(1-\delta)+2+f}
=\frac{1}{1-s},\qquad s=\frac{(1-f)\delta}{3}.
\end{equation}
The estimate \eqref{eq:estimate} is $1+s$, the start of the series $1+s+s^2+\dots$. Here $s=0.15$ and $R=1/0.85$. The estimate falls short of the Maxwell Garnett ratio by $s^2=2.3\%$ of that ratio. Measured against the excess $R-1=s/(1-s)$, the shortfall is the fraction $s$, or 15\%. The estimate lets the wall charge respond to the applied field alone; the higher terms add its response to the field changes that the charge itself produces.

Two limits show the trend. For a nearly isolated pore, $f\to0$, the ratio rises to $A=1.27$. If in addition $k_m\gg k_p$, then $s\to1/3$ and $R\to3/2$, while the estimate gives $4/3$. Greater porosity at fixed contrast lowers the ratio, because the pores contribute more to the average with which they are compared.

The radial Poisson equation was also solved numerically for the coated sphere, without using the trial potentials. It gave $R=1.1765$, a mean matrix ratio of $0.9244$ and $k_{\mathrm{eff}}=2.1647$, in agreement with the formulas to the digits shown.

Equal pores test the approximation itself. A three-dimensional grid solution gave $R=1.180$ for a cubic array and $1.186$ for a random, non-overlapping arrangement of twelve pores per periodic cell, averaged over three field directions. The grid represents the spheres by steps, and its third decimal is not converged: both values are high by about 0.001 to 0.002. The converged value for the cubic array is 1.179, which is 0.2\% above the Maxwell Garnett value, and the random cell lies about 0.7\% above it. The sign of these differences is no accident. When the matrix has the higher permittivity, the Maxwell Garnett $k_{\mathrm{eff}}$ is the Hashin--Shtrikman upper bound for isotropic or cubic arrangements, so by \eqref{eq:keff} its $R$ is a lower bound. The three directions of the random cell gave 1.179 to 1.194; this spread comes mainly from the small sample.

\section{The film between two metal lines}

Between the facing sides of the lines, away from their edges, the macroscopic field is the bias divided by the gap. At sharp line corners the field is higher. The value used here is
\begin{equation}
E=\frac{1\ \mathrm{V}}{20\ \mathrm{nm}}=0.500\ \mathrm{MV/cm}.
\end{equation}
The mean fields are
\begin{align}
E_p&=1.176\times0.500=0.588\ \mathrm{MV/cm},\\
E_h&=0.924\times0.500=0.462\ \mathrm{MV/cm}.
\end{align}
For a pore diameter of 2 nm the voltage across a pore is $0.118$ V. An electron crossing it gains about 0.12 eV, far below a gas ionization energy of roughly 10 eV, so it cannot start an avalanche within one pore.

\subsection{Pore shape and connectivity}

If the pores are flat layers across the field, the normal displacement is the same in both materials, so $E_h=k_pE_p/k_m$. The volume average then gives
\begin{equation}
R_{\mathrm{flat}}=\frac{k_m}{fk_m+(1-f)k_p}
=\frac{2.8}{0.84+0.70}=1.82 .
\end{equation}
For straight pores or layers that run unbroken along the field from one line to the other, the tangential field is continuous and $R=1$. Shape and orientation can thus matter more than the arrangement of spheres.

It also matters which material surrounds the other. Exchange their roles, so that matrix grains are coated by air at the same porosity. This is a limiting case and not a model of connected pores in a solid film, where the matrix is connected too. The field in a grain is now $3k_p/(k_m+2k_p)=0.625$ times the mean air field, and
\begin{equation}
R_{\mathrm{open}}=\frac{1}{0.30+0.70\times0.625}=1.36 .
\end{equation}
Both structures are isotropic and share the first-order estimate 1.15. Their difference starts at second order in $\delta$, yet it is considerable at this contrast.

Equation \eqref{eq:keff} follows from the averages of field and displacement alone and needs no spherical shape. For any dry, insulating two-phase film with known $k_m$, $k_p$ and $f$,
\begin{equation}
R=\frac{k_m-k_{\mathrm{eff}}}{f(k_m-k_p)} ,
\end{equation}
where $k_{\mathrm{eff}}$ is taken along the field. A measured permittivity thus gives the mean pore field, though not its local peaks. The inputs must be accurate: here an error of 2\% in $k_{\mathrm{eff}}$ changes $R$ by 0.08, almost half of its excess over one.

\subsection{Water and leakage}

Filling the pores completely with water, at its rough bulk permittivity of 80, changes \eqref{eq:R} to
\begin{equation}
R_{\mathrm{wet}}=\frac{8.4}{0.70\times80+6.44}=0.135 .
\end{equation}
The field is then pushed into the matrix. The constant $p$ is now positive, and the largest matrix field sits at the poles of the pore, where it is $k_pE_p/k_m=3.8E$. At this contrast the arrangement matters more: a simple cubic array has $R_{\mathrm{wet}}=0.138$ and a pole field near $5.8E$. This value describes complete filling and the dielectric response alone; partial filling and the altered response of confined water are left out. If the water also conducts, and does so far better than the matrix, charge collects at the pore walls under a constant bias and the pore field falls further.

A slightly conducting matrix changes the ratio with time. For fields varying as $e^{i\omega t}$, the sum of conduction and displacement currents is continuous at the wall. This replaces $k_m$ by $k_m+\sigma/(i\omega\varepsilon_0)$, where $\sigma$ is the matrix conductivity. Inserting it in \eqref{eq:R} and multiplying numerator and denominator by $i\omega\varepsilon_0/[(2+f)\sigma]$ gives
\begin{equation}
R(\omega)=\frac{R_{\mathrm{dc}}+i\omega\tau R}{1+i\omega\tau},
\qquad R_{\mathrm{dc}}=\frac{3}{2+f}=1.30,
\end{equation}
with
\begin{equation}
\tau=\frac{\varepsilon_0[(1-f)k_p+(2+f)k_m]}{(2+f)\sigma}.
\end{equation}
In time this is $E_p+\tau\dot E_p=R_{\mathrm{dc}}E+\tau R\dot E$. After a voltage step $E$ stays constant, and the ratio starts at $R$ and relaxes as
\begin{equation}
\frac{E_p(t)}{E}=R_{\mathrm{dc}}+(R-R_{\mathrm{dc}})e^{-t/\tau}.
\end{equation}
For a rough resistivity of $10^{15}\ \Omega\,$cm, $\tau$ is about five minutes. The value 1.18 therefore describes signals much faster than a few minutes, while a long constant bias leads towards 1.30 in the coated-sphere model, or 1.31 for a simple cubic array of equal pores. Free charge on the pore walls causes the change.

\subsection{The model beside real films}

The parameters are rough values for a porous organosilicate insulator between copper lines. In such films pores may be connected, irregular or damaged by processing, and damaged walls can take up water. Among the cases calculated here, complete water filling moves the ratio furthest, from 1.18 to 0.135; unbroken air layers across the field raise it to 1.82, and flat pores of finite width raise it less. An increase of $k_m$ by 0.1 raises $R$ by just 0.004. The gap is ten pore diameters wide, so pores next to the electrodes are a noticeable minority that the model does not describe. A continuum permittivity is itself a coarse description of walls a few atoms thick.

The macroscopic field is about one tenth of a rough breakdown field of 5 MV/cm. Local fields use up more of this margin: with water-filled pores the matrix field at the poles reaches about 1.9 MV/cm in the coated-sphere cell and about 2.9 MV/cm in a cubic array. This comparison is not a lifetime prediction, since traps, copper migration and defects are absent. Direct tunnelling across the gap can be sized with a 4 eV barrier, lowered linearly by the bias, and the free electron mass. The semiclassical probability is
\begin{equation}
T\approx\exp\left[-\frac{2}{\hbar}\int_0^d
\sqrt{2m_e\left(\phi_B-\frac{eUx}{d}\right)}\,dx\right]
\approx10^{-166},
\end{equation}
where $d$ is the gap, $U$ the bias and $\phi_B$ the barrier energy. The exponent depends on the rough barrier and on the square root of the mass; a tunnelling mass of half the free mass gives about $10^{-118}$. Only its general size is meaningful. Direct tunnelling is negligible here; conduction through traps is a separate process, represented above by the resistivity alone. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
matrix permittivity k_m = 2.8; pore k_p = 1.0
pore volume fraction f = 0.30
pore field / mean matrix field A = 1.2727
pore field / macroscopic field R = 1.1765
mean matrix field / macroscopic field = 0.9244
effective permittivity k_eff = 2.1647
matrix field at pore pole / macroscopic = 0.4202
coated sphere, numerical R = 1.1765
coated sphere, numerical matrix ratio = 0.9244
coated sphere, numerical k_eff = 2.1647
coated sphere, peak matrix field ratio = 1.1764
nearly isolated pore, numerical ratio = 1.2727
cubic array of equal pores, grid R = 1.180
random equal pores (12 per cell), grid R = 1.186
  along x, y, z: 1.185, 1.194, 1.179
flat pores across the field, ratio = 1.818
flat pores along the field, ratio = 1.000
air-coated matrix grains, air field ratio = 1.356
water permittivity (rough) = 80
water-filled pores, ratio = 0.135
matrix resistivity (rough) = 1e+15 ohm cm
steady leakage limit, ratio = 1.304
time constant of leakage change = 275 s
change of R for k_m + 0.1 = 0.0040
line gap = 20 nm; bias = 1.0 V
pore diameter = 2.0 nm
macroscopic field = 0.500 MV/cm
mean pore field = 0.588 MV/cm
mean matrix field = 0.462 MV/cm
breakdown field (rough) = 5 MV/cm
macroscopic / breakdown field = 0.10
voltage across one pore = 0.118 V
gas ionization energy (rough) = 10 eV
tunnel barrier (rough) = 4 eV, free electron mass
log10 of tunnelling probability = -166
\end{verbatim}
